# Gap Shrinkage and Coulomb Enhancement in the Hartree-Fock Semiconductor Bloch Equations, part 1

(Sections cited here and not found follow in the second part.)

## First half: the equations of motion and the gap

A direct-gap semiconductor has one conduction band $c$ and one valence band $v$, each doubly degenerate in spin. A spatially uniform light field couples states of equal wavevector and spin. We set $\hbar=1$ and write

$$
H=\sum_{\lambda\mathbf k}\varepsilon_{\lambda k}a^\dagger_{\lambda\mathbf k}a_{\lambda\mathbf k}
-\sum_{\mathbf k}\left(\mathcal E\,a^\dagger_{c\mathbf k}a_{v\mathbf k}+\text{h.c.}\right)
+\frac12\sum_{\mathbf q\neq0}V_q\sum_{\lambda\mathbf k,\lambda'\mathbf k'}
a^\dagger_{\lambda,\mathbf k+\mathbf q}a^\dagger_{\lambda',\mathbf k'-\mathbf q}a_{\lambda'\mathbf k'}a_{\lambda\mathbf k}.
$$

The spin index is suppressed. The drive $\mathcal E(t)$ is the interband dipole times the part of the field that varies as $e^{-i\omega t}$; the counter-rotating part is dropped. For a real field of amplitude $E_0$, this drive has amplitude $dE_0/2$. The dipole $d$ is taken independent of $k$.

Three assumptions are built into the interaction. It is repulsive and even, $V_q=V_{-q}>0$. Each scattered particle keeps its band and spin, so processes in which the Coulomb interaction changes a particle's band, such as electron-hole exchange and Auger recombination, are absent. The term $\mathbf q=0$ is missing because a neutral background cancels it.

### (a) Mean-field motion of the density matrix

**Problem.** Let $\rho_{\lambda\nu}(\mathbf k)=\langle a^\dagger_{\nu\mathbf k}a_{\lambda\mathbf k}\rangle$ for one spin. The state is uniform, so expectation values between different wavevectors vanish, as do those between different spins. Find the equation of motion of $\rho(\mathbf k)$ in the Hartree-Fock approximation.

**Solution.** Start with $i\,\dot a_{\lambda\mathbf k}=[a_{\lambda\mathbf k},H]$. For two creation operators, the anticommutation rules give

$$
[a_p,a_1^\dagger a_2^\dagger]=\delta_{p1}a_2^\dagger-\delta_{p2}a_1^\dagger .
$$

The first delta function, applied to the interaction, yields

$$
\frac12\sum_{\mathbf q\ne0}V_q\sum_{\lambda'\mathbf k'}a^\dagger_{\lambda',\mathbf k'-\mathbf q}a_{\lambda'\mathbf k'}a_{\lambda,\mathbf k-\mathbf q}.
$$

The second yields an equal term. Its minus sign is removed by exchanging the two annihilation operators, and the relabelling $\mathbf q\to-\mathbf q$, with $V_q=V_{-q}$, brings it to the same form. Hence

$$
[a_{\lambda\mathbf k},H]=\sum_\mu h^0_{\lambda\mu}(\mathbf k)a_{\mu\mathbf k}
+\sum_{\mathbf q\ne0}V_q\sum_{\lambda'\mathbf k'}a^\dagger_{\lambda',\mathbf k'-\mathbf q}a_{\lambda'\mathbf k'}a_{\lambda,\mathbf k-\mathbf q},
$$

with $h^0_{cc}=\varepsilon_c$, $h^0_{vv}=\varepsilon_v$, $h^0_{cv}=-\mathcal E$ and $h^0_{vc}=-\mathcal E^*$.

Multiply from the left by $a^\dagger_{\nu\mathbf k}$ and average. The interaction produces a four-operator average, which the Hartree-Fock approximation replaces by its value in a Gaussian state:

$$
\langle a^\dagger_{\nu\mathbf k}a^\dagger_{\lambda',\mathbf k'-\mathbf q}a_{\lambda'\mathbf k'}a_{\lambda,\mathbf k-\mathbf q}\rangle
\to
\langle a^\dagger_{\nu\mathbf k}a_{\lambda,\mathbf k-\mathbf q}\rangle
\langle a^\dagger_{\lambda',\mathbf k'-\mathbf q}a_{\lambda'\mathbf k'}\rangle
-\langle a^\dagger_{\nu\mathbf k}a_{\lambda'\mathbf k'}\rangle
\langle a^\dagger_{\lambda',\mathbf k'-\mathbf q}a_{\lambda,\mathbf k-\mathbf q}\rangle .
$$

The first product is the Hartree term. It joins different wavevectors, because $\mathbf q\neq0$, and therefore vanishes. The second requires $\mathbf k'=\mathbf k$ and equal spins. It equals $-\rho_{\lambda'\nu}(\mathbf k)\rho_{\lambda\lambda'}(\mathbf k-\mathbf q)$. With $\mathbf k-\mathbf q$ renamed $\mathbf q$,

$$
\langle a^\dagger_{\nu\mathbf k}[a_{\lambda\mathbf k},H]\rangle=\left(h_{\mathbf k}\rho_{\mathbf k}\right)_{\lambda\nu},
\qquad
h_{\mathbf k}=h^0_{\mathbf k}-\sum_{\mathbf q\neq\mathbf k}V_{\mathbf k-\mathbf q}\,\rho_{\mathbf q}.
$$

The time derivative of the other operator in $\rho$ contributes minus the Hermitian conjugate, since $[a^\dagger,H]=-[a,H]^\dagger$. Both $h$ and $\rho$ are Hermitian, so

$$
i\,\dot\rho_{\mathbf k}=h_{\mathbf k}\rho_{\mathbf k}-\rho_{\mathbf k}h_{\mathbf k}=[h_{\mathbf k},\rho_{\mathbf k}] .
$$

The factorisation holds at an instant at which the state is Gaussian. The interaction then builds correlations, which this closure discards. They are responsible for collisions, for dynamical screening and for the microscopic part of dephasing.

### (b) The semiconductor Bloch equations

**Problem.** Use the polarisation $P_{\mathbf k}=\rho_{cv}$, the electron occupation $f_e=\rho_{cc}$ and the hole occupation $f_h=1-\rho_{vv}$. Find their equations of motion, and identify the pair energy and the effective drive. What does the interaction do to the total polarisation $\sum_{\mathbf k}P_{\mathbf k}$?

**Solution.** The elements of $h_{\mathbf k}$ are

$$
h_{cc}=\varepsilon_c-\sum_{\mathbf q}V_{\mathbf k-\mathbf q}f_{e,\mathbf q},\qquad
h_{vv}=\varepsilon_v-\sum_{\mathbf q}V_{\mathbf k-\mathbf q}(1-f_{h,\mathbf q}),
$$

$$
h_{cv}=-\Omega_{\mathbf k},\qquad
\Omega_{\mathbf k}=\mathcal E+\sum_{\mathbf q}V_{\mathbf k-\mathbf q}P_{\mathbf q}.
$$

The pair energy is the difference of the diagonal elements:

$$
e_{\mathbf k}=h_{cc}-h_{vv}
=\Big(\varepsilon_c-\varepsilon_v+\sum_{\mathbf q}V_{\mathbf k-\mathbf q}\Big)
-\sum_{\mathbf q}V_{\mathbf k-\mathbf q}(f_{e,\mathbf q}+f_{h,\mathbf q}).
$$

The bracket belongs to the crystal without carriers. Its sum is the exchange with the full valence band, which the band structure of the unexcited crystal already contains. Near the gap we write the bracket as $E_g+k^2/2m_r$, with $1/m_r=1/m_e+1/m_h$.

The $cv$ element of the commutator is

$$
i\dot P=h_{cc}P+h_{cv}\rho_{vv}-\rho_{cc}h_{cv}-Ph_{vv}
=e_{\mathbf k}P-\Omega_{\mathbf k}(1-f_h-f_e),
$$

and the $cc$ element is

$$
i\dot f_e=h_{cv}P^*-Ph_{vc}=-\Omega P^*+P\Omega^*=2i\,\mathrm{Im}(\Omega^*P).
$$

The trace of a commutator vanishes, so $\rho_{cc}+\rho_{vv}$ is constant and $\dot f_h=\dot f_e$. With $F_{\mathbf k}=1-f_{e,\mathbf k}-f_{h,\mathbf k}$, the Hartree-Fock semiconductor Bloch equations are

$$
\boxed{\,i\dot P_{\mathbf k}=e_{\mathbf k}P_{\mathbf k}-F_{\mathbf k}\Omega_{\mathbf k},\qquad
\dot f_{e,\mathbf k}=\dot f_{h,\mathbf k}=2\,\mathrm{Im}(\Omega^*_{\mathbf k}P_{\mathbf k})\,}
$$

together with

$$
e_{\mathbf k}=E_g+\frac{k^2}{2m_r}-\sum_{\mathbf q}V_{\mathbf k-\mathbf q}(f_{e,\mathbf q}+f_{h,\mathbf q}).
$$

The quantity $\Omega_{\mathbf k}$ is called the renormalised Rabi frequency. In this convention, a resonant two-level system with constant $\Omega$ oscillates at $2|\Omega|$. To see this, put $P=i\Omega s$ in the rotating frame. Then $\dot s=F$ and $\dot F=-4|\Omega|^2s$.

One exchange matrix thus has two effects. Its diagonal elements lower the pair energy, and its off-diagonal elements add the field of the other pairs to the external drive. These effects are linked. Before the full-band exchange is absorbed into $E_g$, the pair energy is $\varepsilon_c-\varepsilon_v+\sum_{\mathbf q}V_{\mathbf k-\mathbf q}F_{\mathbf q}$. Summing the polarisation equation over $\mathbf k$ gives

$$
i\frac{d}{dt}\sum_{\mathbf k}P_{\mathbf k}
=\sum_{\mathbf k}(\varepsilon_c-\varepsilon_v)P_{\mathbf k}-\mathcal E\sum_{\mathbf k}F_{\mathbf k}
+\sum_{\mathbf k\mathbf q}V_{\mathbf k-\mathbf q}\left(P_{\mathbf k}F_{\mathbf q}-F_{\mathbf k}P_{\mathbf q}\right).
$$

The last double sum vanishes when $\mathbf k$ and $\mathbf q$ are exchanged in one of its terms. The interaction therefore does not drive the total polarisation directly; it acts by redistributing $P$ over $\mathbf k$. Keeping the exchange shift but dropping the Rabi renormalisation would destroy this cancellation.

The equations were tested against exact commutators in a spinless model with four wavevectors and a random Gaussian state. The largest difference in any rate was about $10^{-16}$ in the units of that model, which is rounding error.

### (c) The exchange shift of the gap

**Problem.** Take the three-dimensional Coulomb potential with a static dielectric constant $\epsilon$. Find the shift of the band edge for isotropic occupations that decrease with $k$. Evaluate it for a dilute thermal plasma and for filled Fermi spheres.

**Solution.** It is natural to scale the reduced mass and the dielectric constant out of the problem. We use effective atomic units, in which $\hbar$, $m_r$ and $e^2/(4\pi\varepsilon_0\epsilon)$ are all one. The energy unit, written Eh*, is $m_r/\epsilon^2$ hartree, and the length unit $a^*$ is $\epsilon/m_r$ bohr, with $m_r$ expressed in electron masses. From here on $m_e$ and $m_h$ are in units of $m_r$, so $1/m_e+1/m_h=1$.

For an isotropic function $g$,

$$
\sum_{\mathbf q}V_{\mathbf k-\mathbf q}g_q
\to\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi}{|\mathbf k-\mathbf q|^2}\,g(q)
=\frac1\pi\int_0^\infty\!dq\,q^2g(q)\int_{-1}^{1}\frac{dx}{k^2+q^2-2kqx}.
$$

The prefactor is $4\pi\cdot2\pi/(2\pi)^3=1/\pi$. The angular integral is $(kq)^{-1}\ln|(k+q)/(k-q)|$, so that

$$
\sum_{\mathbf q}V_{\mathbf k-\mathbf q}g_q=\frac{1}{\pi k}\int_0^\infty dq\,q\,
\ln\left|\frac{k+q}{k-q}\right|g(q).
$$

For $k\to0$ the logarithm tends to $2k/q$. The shift at the zone centre is therefore

$$
\boxed{\,\delta E_g=-\frac2\pi\int_0^\infty dq\,\left[f_e(q)+f_h(q)\right]\,}
$$

It is negative for any nonzero carrier density. It is also the shift of the minimum of $e_k$. A decreasing radial function can be built from uniformly filled balls, and so can $V$. The convolution of two balls is their overlap volume, which does not increase when their centres move apart. Exchange therefore lowers $e_k$ most at $k=0$, where $k^2/2$ is also smallest.

In a dilute plasma at temperature $T$, in energy units, each carrier species has density $n$. Summed over two spins, the Boltzmann distribution is normalised by

$$
f_a(k)=\frac n2\left(\frac{2\pi}{m_aT}\right)^{3/2}e^{-k^2/2m_aT},\qquad a=e,h.
$$

With $\int_0^\infty e^{-q^2/2m_aT}dq=\sqrt{\pi m_aT/2}$, species $a$ contributes

$$
-\frac2\pi\cdot\frac n2\left(\frac{2\pi}{m_aT}\right)^{3/2}\sqrt{\frac{\pi m_aT}{2}}
=-\frac n\pi\,\frac{2\pi^2}{m_aT}=-\frac{2\pi n}{m_aT}.
$$

Adding the species and using $1/m_e+1/m_h=1$ gives

$$
\delta E_g\simeq-\frac{2\pi n}{T}\qquad\text{(dilute)}.
$$

At zero temperature both species fill spheres of radius $k_F=(3\pi^2n)^{1/3}$, and the integral gives

$$
\delta E_g=-\frac4\pi(3\pi^2n)^{1/3}\qquad\text{(filled spheres)}.
$$

The shift thus grows linearly at low density and more slowly in the degenerate limit, where added carriers must occupy larger wavevectors.

### (d) Does the gap shrink monotonically?

**Problem.** In quasi-equilibrium each species has its own chemical potential $\nu$ and a Fermi distribution in its own Hartree-Fock energy. Adding carriers changes that energy as well as $\nu$. Under what condition does every occupation increase with density? Evaluate the shift for masses of 0.1 and 0.4 electron masses, $\epsilon=12$ and $T=2$ Eh*.

**Solution.** For one species,

$$
f_k=\frac{1}{e^{(\varepsilon_k-\nu)/T}+1},\qquad
\varepsilon_k=\frac{k^2}{2m}-(Vf)_k,
$$

where $(Vf)_k$ denotes the sum over $V_{\mathbf k-\mathbf q}f_q$. We regard $k$ as a label on a fine grid of equal cells and average the kernel over each pair of cells. The singularity at $\mathbf q=\mathbf k$ is integrable, so $V$ is then a symmetric matrix with positive entries, the diagonal included. (A point grid with the diagonal set to zero would have zero trace and could not be positive definite.) Since $\partial f/\partial(\nu-\varepsilon)=f(1-f)/T\equiv D$, differentiation gives

$$
df=D\,(d\nu+V\,df).
$$

Set $df=D^{1/2}x$ and $A=D^{1/2}VD^{1/2}$. Then

$$
(1-A)x=D^{1/2}\mathbf 1\,d\nu,
$$

where $\mathbf 1$ is the vector of ones. The Coulomb potential is positive in real space, so $V$ is positive definite and the eigenvalues of $A$ are positive. If the largest is below one, the inverse can be expanded:

$$
x=\sum_{j=0}^\infty A^jD^{1/2}\mathbf 1\,d\nu .
$$

Every term is positive for $d\nu>0$. Thus every $f_k$ rises with $\nu$, and so does $n$. It follows that every $f_k$ rises with $n$, and the boxed integral in (c) makes the gap fall. If the largest eigenvalue approached one, $dn/d\nu$ of that species would diverge, and the expansion would fail. This does not by itself make the neutral plasma unstable, because electrons and holes change density together and the relevant quantity is $d(\nu_e+\nu_h)/dn$. At $T=0$, for instance, the formula of (c) gives $\nu_a=k_F^2/2m_a-k_F/\pi$. This falls with density for $k_F<m_a/\pi$, while the sum $k_F^2/2-2k_F/\pi$ already rises for $k_F>2/\pi$. The monotonic result is claimed below that point.

For the example, $m_r=0.1\times0.4/0.5=0.08$ electron masses. The energy unit is $0.08/12^2$ hartree, or 15.12 meV, and one carrier per $a^{*3}$ is $2.00\times10^{18}$ cm$^{-3}$. The temperature is 351 K. The self-consistent solutions give

| $n$ ($a^{*-3}$) | $\delta E_g$ (Eh*) | largest eigenvalue of $A$ |
|---:|---:|---:|
| 0.001 | −0.00314 | 0.001 |
| 0.25 | −0.722 | 0.137 |
| 0.5 | −1.313 | 0.190 |
| 1 | −2.215 | 0.217 |
| 2 | −3.480 | 0.280 |

The eigenvalue shown is the larger of those for the two species. At the lowest density the dilute formula gives $-2\pi(0.001)/2=-0.00314$ Eh*, in agreement. At $n=2$ it would give $-6.28$ Eh*, far beyond the self-consistent value, so the linear regime has ended.

The shift at $n=2$ is $-3.480\times15.12\approx-52.6$ meV, at $4.0\times10^{18}$ cm$^{-3}$. This is a result for unscreened exchange, and not a prediction for a material. Screening would weaken the exchange and add a separate correlation shift, the Coulomb-hole shift.

## Second half: the Rabi frequency and optical gain

For each spin, $P_{\mathbf k}$ is the interband polarisation and $F_{\mathbf k}=1-f_e-f_h$, which is negative for an inverted pair of states. The external drive is $\mathcal E$, and $V$ is the positive Coulomb matrix in $\mathbf k$. The first half gave

$$
i\dot P_{\mathbf k}=e_{\mathbf k}P_{\mathbf k}-F_{\mathbf k}\Omega_{\mathbf k},\qquad
\Omega_{\mathbf k}=\mathcal E+(VP)_{\mathbf k},\qquad
e_{\mathbf k}=\frac{k^2}{2}-[V(f_e+f_h)]_{\mathbf k}.
$$

Units are effective atomic units, with energy unit Eh* and length unit $a^*$. All pair and photon energies are now measured from $E_g$, the gap without carriers. Exchange moves the band edge to $\delta E_g<0$.

### (e) What the renormalised drive does to absorption

The Hartree-Fock semiconductor Bloch equations are now derived, and exchange has been shown to lower the band edge steadily with carrier density, as long as the largest eigenvalue of $A$ stays below one for each species. It remains to find how the renormalised drive $\Omega_{\mathbf k}$ changes absorption and optical gain.

All numerical values are calculated from the stated model.
